# Transverse wavevectors of slow midgap decay in silicon at (001) interfaces

## Problem

A metal or silicide touches silicon on a (001) plane. At an energy in the silicon gap, metal wavefunctions continue into the semiconductor as evanescent waves. Assume an ordered interface with the lateral periodicity of the silicon plane. It conserves the transverse wavevector \(\mathbf k=(k_x,k_y)\), up to a reciprocal vector of that plane, so each \(\mathbf k\) can be treated separately and has its own decay constants.

Use the nearest-neighbour sp³d⁵s* model of Boykin, Klimeck and Oyafuso, with the energy at the middle of the indirect gap.

1. Turn the search for evanescent states into a matrix eigenproblem.
2. Map the slowest amplitude decay constant \(\kappa(\mathbf k)\) and find its lowest points.
3. Give all decaying states equal initial weight and decide which wavevectors dominate at a given depth.

**Conventions.** Wavevectors are in units of \(2\pi/a=0.6122\) bohr⁻¹, with \(a=10.263\) bohr. Energies are in eV, as in the published parameters, and masses are in electron masses. The transverse zone is \(|k_x|+|k_y|\le1\), of area 2. Its "centre half" is \(|k_x|,|k_y|<1/2\); the remainder is the "valley half".

**The model.** Each atom carries s, three p, five d and one s* orbital, doubled by spin. The onsite energies are \(E_s=-2.15168\), \(E_p=4.22925\), \(E_d=13.78950\), \(E_{s^*}=19.11650\). Spin-orbit coupling adds \(\lambda\,\mathbf L\cdot\boldsymbol\sigma\) on p, with \(\lambda=0.01989\). The hopping parameters are:

- ssσ −1.95933, s*s*σ −4.24135, ss*σ −1.52230
- spσ 3.02562, s*pσ 3.15565, sdσ −2.28485, s*dσ −0.80993
- ppσ 4.10364, ppπ −1.51801, pdσ −1.35554, pdπ 2.38479
- ddσ −1.68136, ddπ 2.58880, ddδ −1.81400

For a bond along the unit vector \(\mathbf u\), write the d orbitals as normalized symmetric traceless tensors \(T_a\), and define
\[
S_a=\sqrt{\tfrac32}\,\mathbf u\cdot T_a\mathbf u,\qquad
\Pi_{ia}=\sqrt2\,[(T_a\mathbf u)_i-u_i\,\mathbf u\cdot T_a\mathbf u].
\]
The s–p, s–d, p–p and p–d blocks are \(V_{sp\sigma}u_i\), \(V_{sd\sigma}S_a\), \(V_{pp\sigma}u_iu_j+V_{pp\pi}(\delta_{ij}-u_iu_j)\) and \(V_{pd\sigma}u_iS_a+V_{pd\pi}\Pi_{ia}\). The d–d block is
\[
V_{dd\sigma}S_aS_b+V_{dd\pi}(\Pi^T\Pi)_{ab}+V_{dd\delta}(\delta_{ab}-S_aS_b-(\Pi^T\Pi)_{ab}).
\]
The s* blocks follow the s blocks. Exchanging the two orbitals changes the sign of the s–p, s*–p and p–d blocks, because p is odd under inversion.

## Hints

1. Along [001], atomic layers of the two sublattices alternate at spacing \(a/4\). Sort the four bonds of an atom into two upward and two downward ones.
2. Let \(\Lambda\) be the factor gained over one two-layer cell. Remove \(1/\Lambda\) by multiplying one equation by \(\Lambda\).
3. Ask which band edges project onto which \(\mathbf k\). A light mass along the normal favours slow decay.
4. The smallest \(\kappa\) settles the limit of infinite depth. At finite depth, the area of slow decay also counts.

## Solution

### 1. The eigenproblem

Let \(A_n\) and \(B_n\) be the 20-component amplitudes on the two layers of cell \(n\), with the lateral phase \(e^{i\mathbf k\cdot\mathbf r_\parallel}\) taken out. Layer \(B_n\) lies \(a/4\) above \(A_n\), and \(B_{n-1}\) lies \(a/4\) below it. With \(V(\mathbf d)\) the hopping from A to B, including the unit matrix in spin, define
\[
P=\sum_{\rm up}e^{i\mathbf k\cdot\mathbf d_\parallel}V(\mathbf d),\qquad
Q=\sum_{\rm down}e^{i\mathbf k\cdot\mathbf d_\parallel}V(\mathbf d).
\]
In these phases \(\mathbf k\) and \(\mathbf d\) are in ordinary units. With \(W\) the onsite matrix minus \(E\), the Schrödinger equation on the two layers reads
\[
WA_n+PB_n+QB_{n-1}=0,\qquad P^\dagger A_n+WB_n+Q^\dagger A_{n+1}=0.
\]
Insert \(A_n=\Lambda^nA\) and \(B_n=\Lambda^nB\), divide by \(\Lambda^n\), and multiply the first equation by \(\Lambda\):
\[
\Lambda(WA+PB)+QB=0,\qquad P^\dagger A+WB+\Lambda Q^\dagger A=0.
\]
This is linear in \(\Lambda\). With \(v=(A,B)^T\),
\[
(M_0+\Lambda M_1)v=0,\quad
M_0=\begin{pmatrix}0&Q\\P^\dagger&W\end{pmatrix},\quad
M_1=\begin{pmatrix}W&P\\Q^\dagger&0\end{pmatrix}.
\]
Adding \((\tau-\Lambda)M_1v\) to both sides gives \((M_0+\tau M_1)v=(\tau-\Lambda)M_1v\), and therefore
\[
(M_0+\tau M_1)^{-1}M_1v=\mu v,\qquad \mu=\frac1{\tau-\Lambda}.
\]
The inverse exists for any \(\tau\) on the unit circle, because a solution with \(|\Lambda|=1\) would be a propagating state and the gap has none. An ordinary \(40\times40\) diagonalization then gives \(\Lambda=\tau-1/\mu\). Where \(M_1\) is singular, some \(\mu\) vanish; they stand for infinite \(\Lambda\) and are dropped.

The cell height is \(a/2\), so \(\Lambda=e^{ik_za/2}\) with \(k_z\) in ordinary units, and
\[
\kappa=-\frac2a\ln|\Lambda|\qquad(|\Lambda|<1).
\]
This is the amplitude decay constant; the density falls as \(e^{-2\kappa z}\).

### 2. Candidates from the band edges

Diagonalizing the bulk Hamiltonian puts the valence edge at 0 and the conduction edge at 1.1312 eV, at distance 0.813 from the zone centre along each cubic axis. Midgap is 0.5656 eV.

The valence edge projects onto \(\mathbf k=0\). So do the two conduction valleys along \(\pm z\), but they present their heavy mass, 0.891, to the normal. The four lateral valleys project near \((\pm0.81,0)\) and \((0,\pm0.81)\) and present their light mass, \(m_t=0.2013\).

Near a conduction edge \(E=E_c+k_z^2/2m_t\) in atomic units. Setting \(k_z=i\kappa\) gives \(\kappa=\sqrt{2m_t(E_c-E)}\). The light valence band similarly gives \(\kappa=\sqrt{2m_v(E-E_v)}\). Its mass, from finite differences without spin-orbit coupling, is \(m_v=0.1924\). This is the mass suited to energies far from the edge compared with the spin-orbit splitting; at the edge itself the light-hole mass with spin-orbit coupling is 0.214. The edge without spin-orbit coupling lies 0.016 eV below \(E_v\), an offset neglected in this estimate. At midgap both energy distances are \(0.5656/27.211=0.02079\) hartree, so
\[
\kappa_{\rm centre}\approx\sqrt{2(0.1924)(0.02079)}=0.0894,\qquad
\kappa_{\rm valley}\approx\sqrt{2(0.2013)(0.02079)}=0.0915
\]
in bohr⁻¹. The two are too close for parabolic bands to settle the order.

### 3. The map

By symmetry the wedge \(0\le k_y\le k_x\le1-k_y\) suffices. The full eigenproblem gives these values of \(\kappa\), in bohr⁻¹, with \(k_x\) increasing in steps of 0.1:

- \(k_y=0\), \(k_x=0\) to 1: 0.0850, 0.0924, 0.0990, 0.1149, 0.1168, 0.1088, 0.0988, 0.0902, 0.0867, 0.0913, 0.1046
- \(k_y=0.1\), \(k_x=0.1\) to 0.9: 0.0975, 0.1018, 0.1139, 0.1363, 0.1377, 0.1409, 0.1448, 0.1264, 0.1152
- \(k_y=0.2\), \(k_x=0.2\) to 0.8: 0.1054, 0.1114, 0.1301, 0.1649, 0.1767, 0.1588, 0.1425
- \(k_y=0.3\), \(k_x=0.3\) to 0.7: 0.1095, 0.1177, 0.1475, 0.1815, 0.1746
- \(k_y=0.4\), \(k_x=0.4\) to 0.6: 0.1108, 0.1212, 0.1704
- \(k_y=0.5\), \(k_x=0.5\): 0.1108

A Nelder–Mead search, started from the lowest sampled point in each half, gives:

- **Centre:** \(\mathbf k=0\), \(\kappa_C=0.08504\) bohr⁻¹, density decay length \(1/(2\kappa_C)=5.88\) bohr, or 0.311 nm.
- **Valley:** \(\mathbf k=(0.798,0)\) and its three equivalents, \(\kappa_V=0.08669\) bohr⁻¹, density decay length 5.77 bohr, or 0.305 nm.

The centre decays most slowly at midgap, but \(\kappa_V\) is larger by only 2% of \(\kappa_C\). The parabolic estimates exceed the full values by about 5% in both cases.

### 4. Which wavevectors dominate at depth

Weight every decaying state equally and sum the surviving densities over the zone:
\[
N(z)=\int\frac{d^2k}{2}\sum_j e^{-2\kappa_j(\mathbf k)z}.
\]
The ten slowest states at each \(\mathbf k\) are kept. This isolates the filtering by silicon; it omits interference between evanescent states and the metal's own preference among wavevectors, and it assumes flat bands, so that the energy stays at midgap at every depth. Gauss–Legendre quadrature gives:

| Depth (bohr) | \(N\) | Centre half | Valley half |
|---:|---:|---:|---:|
| 20 | 4.0×10⁻² | 64% | 36% |
| 40 | 5.0×10⁻⁴ | 68% | 32% |
| 100 | 3.3×10⁻⁹ | 60% | 40% |
| 200 | 3.0×10⁻¹⁷ | 37% | 63% |
| 400 | 9.4×10⁻³³ | 12% | 88% |
| 800 | 3.7×10⁻⁶³ | 13% | 87% |

**From 20 to 100 bohr** the centre half leads, and at 40 bohr this is not the work of the point \(\mathbf k=0\) alone. A disc of radius 0.05 covers \(\pi(0.05)^2/2=0.0039\) of the zone. Ten states there, none slower than \(\kappa_C\), contribute at most
\[
10(0.0039)e^{-2(0.08504)(40)}\approx4.4\times10^{-5}.
\]
The centre half holds \(0.684(4.99\times10^{-4})=3.4\times10^{-4}\), so at least 87% of its sum comes from outside the disc. The map shows one source: within the centre half, the sampled \(\kappa\) stays below 0.12 along both the axis \(k_y=0\) and the diagonal \(k_x=k_y\), so slow decay extends over a broad region. The number of slow states at each \(\mathbf k\) is the other source, and the map of the slowest \(\kappa\) does not show it. If only the slowest spin pair is kept at each \(\mathbf k\), the centre share falls to 59% at 40 bohr and to 42% at 100 bohr. At 100 bohr the centre half therefore leads only because further states there decay almost as slowly, or equally slowly.

**From 200 to 800 bohr** the valley half leads, although its minimum is slightly higher. Expand about one valley, with \(\mathbf q\) the displacement and \(C\) the matrix of second derivatives:
\[
\kappa\approx\kappa_V+\tfrac12\mathbf q^TC\mathbf q,\qquad
\int d^2q\,e^{-z\mathbf q^TC\mathbf q}=\frac{\pi}{z\sqrt{\det C}}.
\]
Four valleys and two spin states, divided by the zone area 2, give a prefactor of 4. To leading order at large depth,
\[
N_V(z)\simeq\frac{4\pi}{z\sqrt{\det C}}\,e^{-2\kappa_Vz}.
\]
Reflection in \(k_y\) makes \(C\) diagonal. Finite differences give \(C_{xx}=0.826\) and \(C_{yy}=9.85\), in bohr⁻¹ per squared wavevector unit, so \(\sqrt{\det C}=2.85\). At 800 bohr the prefactor is \(4\pi/(800\times2.85)=5.5\times10^{-3}\) and \(N_V=3.2\times10^{-63}\), in agreement with 87% of the tabulated sum.

Dividing the centre contribution at 800 bohr by \(e^{-2\kappa_Cz}\) gives a prefactor of only \(6.0\times10^{-5}\), about 91 times smaller. The slower exponential returns a factor \(e^{2(0.00165)(800)}=14\). The valleys therefore lead by \(91/14=6.5\), which is the ratio 87:13. Of the factor 91, four comes from the number of valleys and about 23 from the larger area of slow decay around each.

A two-orbital valence model suggests why the centre minimum is so narrow. Measure \(E>0\) from the valence edge, take \(\mathbf q\) along \(x\), and let \(l>m\) and \(n\) be band coefficients:
\[
(lk_z^2+mq^2+E)(mk_z^2+lq^2+E)=n^2q^2k_z^2.
\]
At \(q=0\) the light branch has \(k_z^2=-E/l\). To first order in \(q^2\), the first factor is \(l\,\delta(k_z^2)+mq^2\), the second is \(E(l-m)/l\), and the right side is \(-n^2q^2E/l\). Solving for \(\delta(k_z^2)\) and using \(\kappa^2=-k_z^2\),
\[
\kappa^2=\frac El+\frac{q^2}{l}\left(m+\frac{n^2}{l-m}\right).
\]
A small difference \(l-m\) makes \(\kappa\) rise steeply. In the full model the two slowest distinct branches at the centre are indeed close, 0.0850 and 0.0951 bohr⁻¹. That this mechanism accounts for the narrowness in the full model remains a conjecture, since the simple model omits spin-orbit coupling and remote bands.

**The answer depends on what "deep" means.** At 20 and 40 bohr a broad region around the zone centre leads. The lateral valleys lead at the tabulated depths from 200 bohr, where \(N\) is already about \(10^{-17}\). In the limit of infinite depth \(\mathbf k=0\) must win, because its exponential is the slowest found.

## Variation 1: move the energy away from midgap

*At what energy do centre and valleys decay equally fast?*

Equating the parabolic estimates gives \(m_vE=m_t(E_g-E)\), hence
\[
E=\frac{m_t}{m_v+m_t}E_g=\frac{0.2013}{0.3937}(1.1312)=0.578\ {\rm eV}.
\]
Root finding with the full model also gives 0.578 eV. Both parabolic decay constants err upward by a similar amount, which largely cancels in the comparison, but agreement to three digits is fortuitous: measuring the valence energy from the edge without spin-orbit coupling, 0.016 eV lower, to which \(m_v\) belongs, gives 0.571 eV. The exchange lies only 0.012 eV above midgap, so a small change in the energy or the fitted bands can reverse the order. Above it the valleys have the slower decay; below it the centre does.

## Variation 2: let the metal prefer some wavevectors

*At midgap, when does the centre regain the lead, and how does unequal injection change this?*

If both contributions have reached their asymptotic form at 800 bohr, their \(1/z\) factors cancel and
\[
\frac{N_C}{N_V}=\frac{0.133}{0.867}\,e^{0.0033(z-800)}.
\]
Equality requires \(z=800+\ln(6.5)/0.0033\approx1400\) bohr, about 70 nm. This is an extrapolation. Between 400 and 800 bohr the ratio grew by a factor of only 1.2, whereas the exponential alone would give 3.7, so the centre was not yet asymptotic at 400 bohr and may not be at 800.

If the metal feeds the valleys \(w\) times more strongly than the centre, the right side is divided by \(w\) and the crossing moves deeper by \(\ln w/0.0033\), or 300 bohr for \(w=e\). If it has no states in the neighbourhood of \(\mathbf k=0\), that channel is closed at an interface with silicon's lateral periodicity; a larger common period could feed it from other metal wavevectors. Predicting the penetration for a particular silicide therefore requires its transverse band structure and the interface matching, as well as this map. It also requires the band bending. In n-type silicon with a midgap barrier, depletion shifts the bands by the 0.012 eV that reverses the order within about 250 bohr at \(10^{15}\) cm⁻³ and 70 bohr at \(10^{16}\) cm⁻³, so the deep rows of the table and this crossing hold for flat bands only.

Numbers in the example were calculated in double precision.
